\section*{Delta-Layer Depth Profile from a Double Exponential Convolved with a Gaussian}

\section{A response with one tail}

Consider a very thin layer of foreign atoms buried in a solid that is eroded by an ion beam. Suppose first that the beam can only push these atoms inward, and assume that an atom is then recorded too deep by a distance $t>0$ with probability density $e^{-t/\lambda}/\lambda$. Further, symmetric errors of depth add a Gaussian displacement, independent of the first, with density
\begin{equation}
g(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2}.
\label{gauss}
\end{equation}
If $z$ is the recorded depth minus the true depth, the density of $z$ is
\begin{equation}
p(z)=\frac1\lambda\int_0^\infty e^{-t/\lambda}\,g(z-t)\,dt .
\label{onesided}
\end{equation}
The exponent is quadratic in $t$. Completing the square gives
\begin{equation}
-\frac{(z-t)^2}{2\sigma^2}-\frac t\lambda
=-\frac{(t-m)^2}{2\sigma^2}-\frac z\lambda+\frac{\sigma^2}{2\lambda^2},
\qquad m=z-\frac{\sigma^2}{\lambda}.
\label{square}
\end{equation}
To check it, note that the term linear in $t$ on the right is $tm/\sigma^2=tz/\sigma^2-t/\lambda$, as on the left. The constant $-m^2/2\sigma^2=-z^2/2\sigma^2+z/\lambda-\sigma^2/2\lambda^2$ leaves $-z^2/2\sigma^2$ after the last two terms are added.

With $v=(t-m)/(\sigma\sqrt2)$ and $\operatorname{erfc}x=(2/\sqrt\pi)\int_x^\infty e^{-v^2}dv$, the remaining integral is
\begin{equation}
\int_0^\infty\frac{e^{-(t-m)^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dt
=\frac1{\sqrt\pi}\int_{-m/(\sigma\sqrt2)}^\infty e^{-v^2}dv
=\frac12\operatorname{erfc}\!\left(\frac{-m}{\sigma\sqrt2}\right).
\label{half}
\end{equation}
Since $-m/\sigma=\sigma/\lambda-z/\sigma$,
\begin{equation}
p(z)=\frac1{2\lambda}\exp\!\left(-\frac z\lambda+\frac{\sigma^2}{2\lambda^2}\right)
\operatorname{erfc}\!\left[\frac1{\sqrt2}\left(\frac\sigma\lambda-\frac z\sigma\right)\right].
\label{special}
\end{equation}

Far behind the layer the complementary error function tends to 2, and $p\to e^{\sigma^2/2\lambda^2}e^{-z/\lambda}/\lambda$. The decay length is unchanged, but the tail is higher than without blur. The Gaussian moves atoms equally in both directions, yet more of them arrive from the populated shallow side than from the depleted deep side. The factor $e^{\sigma^2/2\lambda^2}$ is the Gaussian average of $e^{x/\lambda}$.

\section{Model and theorem}

In \eqref{special} atoms are recorded before the layer is reached only because of the Gaussian blur. The double-exponential response allows an exponential leading edge as well,
\begin{equation}
h(t)=\frac1{\lambda_u+\lambda_d}
\begin{cases}e^{t/\lambda_u},&t<0,\\ e^{-t/\lambda_d},&t\ge0,\end{cases}
\label{h}
\end{equation}
where $\lambda_u$ is the growth length of the leading edge and $\lambda_d$ the decay length of the trailing edge. The two sides have areas $\lambda_u/(\lambda_u+\lambda_d)$ and $\lambda_d/(\lambda_u+\lambda_d)$, which add to one. This $h$ is an empirical form, not a theory of atomic mixing. Lengths are in nanometres, the natural unit here.

The assumptions are these. The foreign atoms are dilute, so the signal is linear in their concentration. Erosion rate and ion yield are constant, so sputter time converts linearly to depth and signal to concentration. The response has the same shape at every depth. The layer lies far below the surface region in which the beam has not yet reached steady conditions. A true concentration $c(y)$ is then recorded as
\begin{equation}
C(x)=\int R(x-y)\,c(y)\,dy,\qquad R(z)=\int_{-\infty}^{\infty}h(t)\,g(z-t)\,dt .
\label{model}
\end{equation}
A delta layer of areal dose $N$ at depth $z_0$ has $c(y)=N\delta(y-z_0)$, hence $C(x)=N\,R(x-z_0)$.

\paragraph{Theorem.} Let $\sigma,\lambda_u,\lambda_d>0$ and define
\begin{align}
U(z)&=\exp\!\left(\frac z{\lambda_u}+\frac{\sigma^2}{2\lambda_u^2}\right)\operatorname{erfc}a,
& a&=\frac1{\sqrt2}\left(\frac z\sigma+\frac\sigma{\lambda_u}\right),\label{U}\\
D(z)&=\exp\!\left(-\frac z{\lambda_d}+\frac{\sigma^2}{2\lambda_d^2}\right)\operatorname{erfc}b,
& b&=\frac1{\sqrt2}\left(\frac\sigma{\lambda_d}-\frac z\sigma\right).\label{D}
\end{align}
Then:

(i) the response is
\begin{equation}
R(z)=\frac{U(z)+D(z)}{2(\lambda_u+\lambda_d)};
\label{main}
\end{equation}

(ii) its integral from $-\infty$ to $z$ is
\begin{equation}
F(z)=\frac12\operatorname{erfc}\!\left(-\frac z{\sigma\sqrt2}\right)
+\frac{\lambda_uU(z)-\lambda_dD(z)}{2(\lambda_u+\lambda_d)},
\label{F}
\end{equation}
which tends to 1 as $z\to\infty$, so the dose is conserved;

(iii) $R$ has one maximum, at the point $z_p$ where $U/\lambda_u=D/\lambda_d$. Its height is $U(z_p)/(2\lambda_u)$, and $z_p$ has the sign of $\lambda_d-\lambda_u$;

(iv) the mean is $\lambda_d-\lambda_u$, the variance $\sigma^2+\lambda_u^2+\lambda_d^2$, and the third cumulant $2(\lambda_d^3-\lambda_u^3)$.

\section{Proof of the closed form}

Split the convolution at the cusp $t=0$. The part $t\ge0$ is the integral \eqref{onesided} with $\lambda=\lambda_d$, except that the prefactor $1/\lambda_d$ is replaced by $1/(\lambda_u+\lambda_d)$. By \eqref{special} it equals $D/[2(\lambda_u+\lambda_d)]$.

In the part $t<0$ put $t=-t'$. Because $g$ is even,
\begin{equation}
\int_{-\infty}^0e^{t/\lambda_u}g(z-t)\,dt
=\int_0^\infty e^{-t'/\lambda_u}g(-z-t')\,dt' .
\end{equation}
This is the same integral with $z$ replaced by $-z$ and $\lambda_d$ by $\lambda_u$. These replacements turn $D$ into $U$, so the second part is $U/[2(\lambda_u+\lambda_d)]$. The sum is \eqref{main}.

\section{Two lemmas}

\paragraph{Lemma 1.} The function $E(x)=e^{x^2}\operatorname{erfc}x$ decreases strictly from $\infty$ to 0 as $x$ runs over the real line, and $xE(x)$ increases strictly for $x>0$. Moreover
\begin{equation}
U=e^{-z^2/2\sigma^2}E(a),\qquad D=e^{-z^2/2\sigma^2}E(b).
\label{stable}
\end{equation}

\emph{Proof.} Setting $v=x+t$ in the definition of $\operatorname{erfc}$ gives
\begin{equation}
E(x)=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2-2xt}\,dt .
\label{E}
\end{equation}
The integrand decreases with $x$ at every $t>0$, and the integral has the stated limits. For $x>0$ put $w=2xt$, so that
\begin{equation}
xE(x)=\frac1{\sqrt\pi}\int_0^\infty e^{-w-w^2/4x^2}\,dw,
\label{xE}
\end{equation}
whose integrand increases with $x$. Finally,
\begin{equation}
a^2=\frac{z^2}{2\sigma^2}+\frac z{\lambda_u}+\frac{\sigma^2}{2\lambda_u^2},
\qquad
b^2=\frac{z^2}{2\sigma^2}-\frac z{\lambda_d}+\frac{\sigma^2}{2\lambda_d^2}.
\label{ab}
\end{equation}
The exponentials in \eqref{U} and \eqref{D} are therefore $e^{a^2-z^2/2\sigma^2}$ and $e^{b^2-z^2/2\sigma^2}$, which is \eqref{stable}.

\paragraph{Lemma 2.} The derivatives are
\begin{equation}
U'=\frac U{\lambda_u}-2g,\qquad D'=-\frac D{\lambda_d}+2g .
\label{derivs}
\end{equation}

\emph{Proof.} The first term of each comes from the exponential. For the second, $da/dz=1/(\sigma\sqrt2)$ and
\begin{equation}
\frac{d}{dz}\operatorname{erfc}a=-\frac2{\sqrt\pi}\,\frac{e^{-a^2}}{\sigma\sqrt2} .
\end{equation}
Multiplication by $e^{a^2-z^2/2\sigma^2}$ leaves $-2e^{-z^2/2\sigma^2}/(\sigma\sqrt{2\pi})=-2g$. Since $db/dz=-1/(\sigma\sqrt2)$, the sign is reversed for $D$.

\section{Proof of the other statements}

\paragraph{Dose.} From \eqref{derivs},
\begin{equation}
\frac d{dz}(\lambda_uU-\lambda_dD)=U+D-2(\lambda_u+\lambda_d)g .
\end{equation}
Division by $2(\lambda_u+\lambda_d)$ gives $R-g$. The first term of \eqref{F} has derivative $g$, so $F'=R$. As $z\to-\infty$, $U\to0$ through its exponential. There $b>0$, and \eqref{E} gives $E(b)\le E(0)=1$, so $D\le e^{-z^2/2\sigma^2}\to0$. Hence $F(-\infty)=0$. As $z\to\infty$ the roles are exchanged, both terms vanish again, and $F\to\frac12\operatorname{erfc}(-\infty)=1$.

\paragraph{Peak.} In the derivative of \eqref{main} the two Gaussians cancel:
\begin{equation}
R'(z)=\frac1{2(\lambda_u+\lambda_d)}\left(\frac U{\lambda_u}-\frac D{\lambda_d}\right).
\label{slope}
\end{equation}
By \eqref{stable}, $U/D=E(a)/E(b)$. As $z$ grows, $a$ grows and $b$ falls, so by Lemma 1 this ratio decreases strictly from $\infty$ to 0. It passes the value $\lambda_u/\lambda_d$ once, and $R'$ changes there from positive to negative. At that point $U=\lambda_uk$ and $D=\lambda_dk$ with a common $k$, so $R=k/2=U/(2\lambda_u)$.

At $z=0$ the arguments are $a=x_u=\sigma/(\lambda_u\sqrt2)$ and $b=x_d=\sigma/(\lambda_d\sqrt2)$. Since $1/\lambda=x\sqrt2/\sigma$ for each,
\begin{equation}
R'(0)=\frac{\sqrt2}{2\sigma(\lambda_u+\lambda_d)}\left[x_uE(x_u)-x_dE(x_d)\right].
\end{equation}
If $\lambda_d>\lambda_u$, then $x_u>x_d$ and $R'(0)>0$ by Lemma 1, so the maximum lies at $z_p>0$. The opposite inequality reverses the sign, and equality gives $z_p=0$.

\paragraph{Cumulants.} For $-1/\lambda_u<q<1/\lambda_d$,
\begin{align}
\int h(t)e^{qt}dt
&=\frac1{\lambda_u+\lambda_d}\left[\frac{\lambda_u}{1+\lambda_uq}+\frac{\lambda_d}{1-\lambda_dq}\right]\nonumber\\
&=\frac1{(1+\lambda_uq)(1-\lambda_dq)},
\end{align}
because the combined numerator is $\lambda_u(1-\lambda_dq)+\lambda_d(1+\lambda_uq)=\lambda_u+\lambda_d$. The same integral over $g$ is $e^{\sigma^2q^2/2}$, and a convolution multiplies the two. The logarithm of the product is
\begin{equation}
(\lambda_d-\lambda_u)q+\frac{\sigma^2+\lambda_u^2+\lambda_d^2}2q^2+\frac{\lambda_d^3-\lambda_u^3}3q^3+\dots
\end{equation}
The $n$th cumulant is $n!$ times the coefficient of $q^n$, which gives (iv) and completes the proof.

\section{Limits and tails}

\paragraph{Weak and strong blur.} As $\sigma\to0$ at fixed $z>0$, $U\le e^{-z^2/2\sigma^2}\to0$ and $D\to2e^{-z/\lambda_d}$, so $R\to h$; the case $z<0$ is its mirror image. By \eqref{slope} the slope is then negative at any fixed $z>0$ and positive at any fixed $z<0$, so $z_p\to0$.

For $\sigma$ much larger than $\lambda_u$, $\lambda_d$ and $\sqrt{|z|\lambda_{u,d}}$, use $E(x)\simeq(1-1/2x^2)/(x\sqrt\pi)$, valid for large $x$. To order $\sigma^{-2}$ inside the brackets,
\begin{align}
\frac{E(a)}{\lambda_u}&\simeq\frac1\sigma\sqrt{\frac2\pi}\left(1-\frac{z\lambda_u}{\sigma^2}-\frac{\lambda_u^2}{\sigma^2}\right),\\
\frac{E(b)}{\lambda_d}&\simeq\frac1\sigma\sqrt{\frac2\pi}\left(1+\frac{z\lambda_d}{\sigma^2}-\frac{\lambda_d^2}{\sigma^2}\right).
\end{align}
They are equal when $z(\lambda_u+\lambda_d)=\lambda_d^2-\lambda_u^2$, that is, at $z_p=\lambda_d-\lambda_u$. Strong blur thus carries the peak from the cusp to the centroid.

If instead $\lambda_u,\lambda_d\to0$ at fixed $\sigma$, the leading terms give $U\to2\lambda_ug$ and $D\to2\lambda_dg$, so $R\to g$. If $\lambda_u\to0$ alone, $U\to0$ and \eqref{special} returns.

\paragraph{Trailing edge.} For $z>\sigma^2/\lambda_d$ we have $a>0$ and $b<0$, so $U\le e^{-z^2/2\sigma^2}$ and $\operatorname{erfc}b>1$. Therefore
\begin{equation}
\frac UD<\exp\!\left[-\frac{(z-\sigma^2/\lambda_d)^2}{2\sigma^2}\right].
\end{equation}
When $z-\sigma^2/\lambda_d\gg\sigma$, $U$ is negligible, $\operatorname{erfc}b\to2$, and
\begin{equation}
R(z)\to\frac{e^{\sigma^2/2\lambda_d^2}}{\lambda_u+\lambda_d}\,e^{-z/\lambda_d}.
\label{tail}
\end{equation}
The leading edge follows by $z\to-z$ and $\lambda_d\leftrightarrow\lambda_u$. The approach to the limit is seen in the local decay length, which by \eqref{main} and \eqref{slope} is
\begin{equation}
L=-\frac R{R'}=\lambda_d\,\frac{1+U/D}{1-\lambda_dU/(\lambda_uD)} .
\label{L}
\end{equation}
Beyond the peak $L>\lambda_d$, so a slope read too close to the peak overestimates $\lambda_d$.

\paragraph{Finite thickness.} A uniform layer of thickness $w$ centred at $z_0$, with the same dose, replaces $R(z)$ by
\begin{equation}
\frac1w\int_{-w/2}^{w/2}R(z-y)\,dy=\frac{F(z+w/2)-F(z-w/2)}w .
\end{equation}
For $w$ small compared with $\sigma$ this is $R+w^2R''/24$; for $w$ well above $\sigma$ the expansion fails near the peak, where $R$ then bends on a scale shorter than $w$. Differentiating \eqref{slope} with \eqref{derivs} and inserting $U=2\lambda_uR$, $D=2\lambda_dR$ at the peak gives
\begin{equation}
R''(z_p)=\frac{R(z_p)-g(z_p)}{\lambda_u\lambda_d}.
\label{curv}
\end{equation}
The movement of the peak is of order $w^2$ and alters its height only at order $w^4$.

\paragraph{Numerical evaluation.} For $\sigma\gg\lambda_u$ the exponential in \eqref{U} can overflow while $\operatorname{erfc}a$ underflows. With $\sigma=50$ nm and $\lambda_u=0.5$ nm, the exponent at $z=0$ is 5000. For $a>0$ one should use \eqref{stable} with a routine for $E$. For $a\le0$ the original form is safe, since $z\le-\sigma^2/\lambda_u$ makes its exponent at most $-\sigma^2/2\lambda_u^2$. The same rule serves $D$ and $b$.

\section{A worked profile}

Take the round values $\sigma=1$ nm, $\lambda_u=0.5$ nm, $\lambda_d=2$ nm, $z_0=50$ nm and $N=0.01\ \mathrm{nm^{-2}}$, or $10^{12}\ \mathrm{cm^{-2}}$. At $z=1$ nm,
\begin{align}
U&=e^{2+2}\operatorname{erfc}(3/\sqrt2)=0.1474,\\
D&=e^{-0.5+0.125}\operatorname{erfc}(-0.5/\sqrt2)=0.9505,
\end{align}
so $R=(0.1474+0.9505)/5=0.2196\ \mathrm{nm^{-1}}$ and $C=2.196\times10^{-3}\ \mathrm{nm^{-3}}$. Direct quadrature of the convolution, for four sets of lengths and offsets from $-6$ to 10 nm, differs from the closed form by at most $9\times10^{-15}$ of its value.

\paragraph{Position.} The maximum lies at $z_p=0.608$ nm, an apparent depth of 50.61 nm, with $C=2.27\times10^{-3}\ \mathrm{nm^{-3}}=2.27\times10^{18}\ \mathrm{cm^{-3}}$. The centroid lies at $2-0.5=1.5$ nm. Peak and centroid thus give different depths, and neither is the cusp that marks $z_0$ in this model. With $\sigma=0.25$, 1 and 4 nm the peak shift is 0.193, 0.608 and 1.222 nm, on its way from 0 to 1.5 nm. Since $C$ depends on depth only through $x-z_0$, one profile cannot distinguish a constant error of the depth scale from a change of $z_0$.

\paragraph{Width.} The half-maximum points are $-0.999$ and 2.758 nm, so the full width is 3.757 nm. The variance is $1+0.25+4=5.25\ \mathrm{nm^2}$, and the standard deviation 2.291 nm. The Gaussian rule, $2\sqrt{2\ln2}$ times the standard deviation, would give 5.396 nm, which is 44 percent above the actual width. The reason is the low, far part of the profile. With $u=z-1.5$ nm, the tail \eqref{tail} beyond the upper half-maximum point, where $u_0=1.258$ nm, contributes to the variance (lengths in nm)
\begin{equation}
\frac{e^{1/8}e^{-0.75}}{2.5}\int_{u_0}^\infty u^2e^{-u/2}\,du
=\frac{e^{1/8}e^{-0.75}}{2.5}\,e^{-u_0/2}\,(2u_0^2+8u_0+16)\simeq3.3 .
\end{equation}
A Gaussian with the same full width of 3.757 nm has a variance of only 2.55 $\mathrm{nm^2}$, of which 0.90 $\mathrm{nm^2}$ comes from beyond its upper half-maximum point. With each variance taken about its own mean, the region beyond the upper half-maximum point therefore supplies about 2.4 of the 2.7 $\mathrm{nm^2}$ by which the two variances differ.

\paragraph{Tail.} At $z=3$ nm, $U/D=0.00171/0.5025=0.0034$, and \eqref{L} gives $L=2\times1.0034/(1-4\times0.0034)=2.034$ nm. At 2 nm the local length is still 2.378 nm; at 5 nm it is 2.000 nm. Extrapolated back to $z=0$, the tail is higher than that of the unblurred response by the factor $e^{1/8}=1.133$. Integrating \eqref{tail} from 5 nm onward gives the fraction of the dose recorded more than 5 nm too deep,
\begin{equation}
\frac{2}{2.5}\times1.133\times e^{-2.5}=0.074,
\end{equation}
in agreement with $1-F(5\ \mathrm{nm})=0.0744$. The Gaussian alone would put $2.9\times10^{-7}$ there. A slow decay behind a layer is therefore not by itself evidence that atoms were there before sputtering.

\paragraph{Validity of the idealizations.} For a layer 1 nm thick, \eqref{curv} with $g(z_p)=0.332\ \mathrm{nm^{-1}}$ gives $R''=(0.227-0.332)/1=-0.105\ \mathrm{nm^{-3}}$. The peak should fall by $0.105/24=0.0044\ \mathrm{nm^{-1}}$, or 1.9 percent of its height; the full expression gives 1.87 percent. The part of the response that formally lies above the surface is $0.2\,e^{2-100}=5.5\times10^{-44}$, so the infinite integration range does no harm at this depth. The assumptions of Section 2 are more restrictive. If roughness grows during erosion, $\sigma$ depends on $z_0$: each delta layer may still follow \eqref{main} with its own parameters, but an extended profile is no longer a convolution with one $R$. If the layer is concentrated enough to change the erosion rate or the ion yield, the signal is not linear in $N$, and the theorem does not apply.

\section*{Calculated quantities}
\begin{verbatim}
Gaussian standard deviation: 1.00 nm
leading growth length: 0.50 nm
trailing decay length: 2.00 nm
true layer depth: 50.0 nm
areal dose: 0.010 nm^-2 = 1.00e+12 cm^-2
largest relative error of closed form: 8.9e-15
offset (nm), U, D, R (nm^-1), concentration (nm^-3):
  -3.0 3.08195e-02 2.36278e-03 6.63646e-03 6.63646e-05
  -1.0 3.17311e-01 2.49625e-01 1.13387e-01 1.13387e-03
   0.0 3.36204e-01 6.99238e-01 2.07088e-01 2.07088e-03
   1.0 1.47404e-01 9.50469e-01 2.19575e-01 2.19575e-03
   3.0 1.70899e-03 5.02539e-01 1.00850e-01 1.00850e-03
   5.0 4.16591e-07 1.86028e-01 3.72058e-02 3.72058e-04
  10.0 1.27371e-23 1.52702e-02 3.05404e-03 3.05404e-05
peak shift: 0.6081 nm
apparent peak depth: 50.6081 nm
peak response: 0.22701 nm^-1
peak concentration: 2.27009e-03 nm^-3 = 2.2701e+18 cm^-3
half-maximum offsets: -0.9988 and 2.7579 nm
full width at half maximum: 3.7567 nm
centroid shift: 1.5000 nm
variance: 5.2500 nm^2
standard deviation: 2.2913 nm
Gaussian width rule applied to it: 5.3956 nm
third cumulant: 15.7500 nm^3
skewness: 1.3093 (no unit)
local decay length at offset 2 nm: 2.37813 nm
local decay length at offset 3 nm: 2.03448 nm
local decay length at offset 5 nm: 2.00002 nm
local decay length at offset 10 nm: 2.00000 nm
tail amplitude factor: 1.13315 (no unit)
dose fraction deeper than offset 5 nm: 0.07441
same fraction, Gaussian alone: 2.867e-07
peak shift for Gaussian deviation 0.25 nm: 0.1929 nm
peak shift for Gaussian deviation 1.00 nm: 0.6081 nm
peak shift for Gaussian deviation 4.00 nm: 1.2218 nm
finite layer thickness: 1.00 nm
its peak response: 0.22275 nm^-1
peak lowered relative to delta layer: 1.87 percent
response fraction above the surface: 5.50e-44
\end{verbatim}
